# Missing polarisation energy of a charged defect in a monolayer flake

## I. The energy of the region that is absent

### The form of the answer

A fixed charge $q$ sits at the centre of an insulating flake, a disc of radius $R$ cut from a monolayer. It polarises the flake and so lowers its own energy. In the infinite monolayer it would lower its energy further, because there is more material to polarise. The difference is the missing polarisation energy

$$D=U_{\rm f}-U_{\rm s}, \tag{1}$$

where $U_{\rm f}$ and $U_{\rm s}$ are the polarisation energies in the flake and in the infinite sheet. Both are negative.

The response is taken to be linear, so each energy is proportional to $q^2$. In atomic units, with Gaussian electrostatics, an energy is a squared charge divided by a length. The model has two lengths, $R$ and the screening length $r_0$, which measures the polarisability of the sheet. Hence, for a point charge,

$$D=\frac{q^2}{R}\,f\!\left(\frac{r_0}{R}\right),\qquad f(0)=0. \tag{2}$$

The second relation holds because a sheet without polarisability has no polarisation energy. If the absent region, which lies far from the charge, responds in proportion to its polarisability, then $f$ starts linearly and $D\propto q^2r_0/R^2$. Two things remain to be shown: that the start is linear, and that the coefficient is $1/4$.

### The model and its conventions

The sheet lies in the plane $z=0$, in vacuum, and has no thickness. All vectors below lie in this plane. The dipole moment per unit area is

$$\mathbf P=a\,\mathbf E,\qquad \mathbf E=-\nabla\phi,\qquad a=\frac{r_0}{2\pi}, \tag{3}$$

where $\mathbf E$ is the total in-plane field and $a$ is a length. In the flake $a$ keeps this value up to $r=R$ and is zero beyond. The flake carries no charge besides that of the defect, and its edge holds no free carriers. The response is local and isotropic. The zero of potential is at infinity.

Polarisation produces the charge density

$$\sigma=-\nabla\cdot\mathbf P. \tag{4}$$

The derivative includes any jump of $\mathbf P$ at the edge, so that the total induced charge is zero. The defect has a density $\rho$ of total charge $q$, circular about the centre and spread over a length $s\ll R$. The spread is needed because the energy of a point charge in a sheet diverges. The difference $D$ has a finite limit as $s\to0$.

The potential is $\phi=\phi_{\rm ext}+\phi_{\rm ind}$, and each part follows from its density by the Coulomb kernel,

$$\phi_{\rm ext}(\mathbf r)=\int\!\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^2r',\qquad \phi_{\rm ind}(\mathbf r)=\int\!\frac{\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}d^2r'. \tag{5}$$

### The polarisation energy

For a trial polarisation $\mathbf P$, the energy consists of the cost of deforming the material, the mutual energy of the induced charges, and their energy in the potential of the defect:

$$W[\mathbf P]=\int\frac{P^2}{2a}\,d^2r+\frac12\int\sigma\phi_{\rm ind}\,d^2r+\int\sigma\phi_{\rm ext}\,d^2r. \tag{6}$$

Under a variation $\delta\mathbf P$ the induced density changes by $\delta\sigma=-\nabla\cdot\delta\mathbf P$. The kernel is symmetric, so the two parts of the middle term are equal, and an integration by parts gives

$$\delta W=\int\delta\mathbf P\cdot\left(\frac{\mathbf P}{a}+\nabla\phi\right)d^2r. \tag{7}$$

This vanishes for every $\delta\mathbf P$ when $\mathbf P=-a\nabla\phi$, which is (3). The first two terms of (6) are positive, so the stationary point is a minimum.

To find its value, set $\delta\mathbf P=\mathbf P$ in $\delta W=0$:

$$\int\frac{P^2}{a}d^2r+\int\sigma\phi_{\rm ind}\,d^2r=-\int\sigma\phi_{\rm ext}\,d^2r. \tag{8}$$

Half of the left side is the sum of the first two terms of (6). Therefore

$$U=W_{\min}=\frac12\int\sigma\phi_{\rm ext}\,d^2r=\frac12\int\rho\,\phi_{\rm ind}\,d^2r. \tag{9}$$

The last step again uses the symmetry of the kernel.

The sign of $D$ follows at once. Any polarisation of the flake is also an allowed polarisation of the sheet, one that happens to vanish outside $R$. The sheet minimises the same functional over a larger set, so $U_{\rm s}\le U_{\rm f}$ and $D\ge0$.

### An identity for the difference

Subtracting two values of (9) would require the fields near the defect. They can be eliminated. Let the subscripts f and s mark the flake and the sheet, both with the same $\rho$. The external potentials cancel in the difference, so

$$D=\frac12\int\rho\,(\phi_{\rm f}-\phi_{\rm s})\,d^2r. \tag{10}$$

The total densities are $\rho+\sigma_{\rm f}$ and $\rho+\sigma_{\rm s}$. Symmetry of the kernel gives

$$\int(\rho+\sigma_{\rm s})\phi_{\rm f}\,d^2r=\int(\rho+\sigma_{\rm f})\phi_{\rm s}\,d^2r, \tag{11}$$

and therefore

$$\int\rho(\phi_{\rm f}-\phi_{\rm s})\,d^2r=\int\sigma_{\rm f}\phi_{\rm s}\,d^2r-\int\sigma_{\rm s}\phi_{\rm f}\,d^2r. \tag{12}$$

Each term on the right is integrated by parts with (4). For the first,

$$\int\sigma_{\rm f}\phi_{\rm s}\,d^2r=\int\mathbf P_{\rm f}\cdot\nabla\phi_{\rm s}\,d^2r=-a\int_{r<R}\mathbf E_{\rm f}\cdot\mathbf E_{\rm s}\,d^2r, \tag{13}$$

because the flake is polarised inside $R$ alone. The second gives the same integrand over the whole plane, $-a\int\mathbf E_{\rm s}\cdot\mathbf E_{\rm f}\,d^2r$. The contour at infinity contributes nothing: there $P\sim r^{-2}$ and $\phi\sim r^{-1}$, while the contour grows as $r$. On subtraction the interior cancels, and (10) becomes

$$D=\frac a2\int_{r>R}\mathbf E_{\rm f}\cdot\mathbf E_{\rm s}\,d^2r. \tag{14}$$

No approximation has been made within the model. The missing energy is an integral over the absent region, and it contains the product of the field there without the material and the field there with it.

### The distant field in the infinite sheet

For the sheet it is convenient to use two-dimensional Fourier transforms, in which $1/r$ becomes $2\pi/k$. From (3) and (4), $\sigma=a\nabla^2\phi$, which becomes $-ak^2\phi(k)$. For a point charge,

$$\phi_{\rm s}(k)=\frac{2\pi}{k}\left[q-ak^2\phi_{\rm s}(k)\right]. \tag{15}$$

Collecting $\phi_{\rm s}$ on the left and using $2\pi a=r_0$,

$$\phi_{\rm s}(k)=\frac{2\pi q}{k(1+r_0k)}=2\pi q\left[\frac1k-r_0+\frac{r_0^2k}{1+r_0k}\right]. \tag{16}$$

The bracket may be verified by putting it over the common denominator $k(1+r_0k)$. Large distances correspond to small $k$. The first term is the bare potential $q/r$. The second is a constant in $k$, hence a delta function at the origin, and it gives nothing at a distance. The third begins as $2\pi q\,r_0^2k$. Since $\nabla^2(1/r)=1/r^3$ in the plane, and the transform of the left side is $-k^2(2\pi/k)$, the function $2\pi k$ corresponds to $-1/r^3$. Thus

$$\phi_{\rm s}\simeq\frac qr-\frac{q\,r_0^2}{r^3},\qquad E_{\rm s}\simeq\frac q{r^2}\left(1-\frac{3r_0^2}{r^2}\right)\qquad(r\gg r_0). \tag{17}$$

At large distance a sheet in vacuum does not screen a charge. The field lines run mostly through the vacuum above and below, where there is nothing to polarise. A spread $s$ changes the distant field by a relative amount of order $s^2/r^2$, which is negligible here.

### The leading term

Outside the flake the field is that of the defect, again $q/r^2$, plus that of the charge induced in the flake. The second part vanishes with $a$. It is strong close to the edge, but its contribution to (14) is smaller than the leading term by a factor of order $(r_0/R)\ln(R/r_0)$, as the second half shows. To leading order both fields in (14) are therefore $q/r^2$, both radial, and

$$D_0=\frac a2\int_R^\infty\frac{q^2}{r^4}\,2\pi r\,dr=\pi a q^2\int_R^\infty\frac{dr}{r^3}=\frac{\pi a q^2}{2R^2}. \tag{18}$$

With $a=r_0/2\pi$ this is

$$D_0=\frac{q^2r_0}{4R^2}\qquad(R\gg r_0). \tag{19}$$

The integrand of (18) is the energy $\tfrac12aE^2$ per unit area that the absent material would have gained. The result confirms the linear start of $f$ in (2).

The energy of the charged flake lies above that of the charged infinite monolayer by $D$, whatever the sign of $q$. A defect without charge has no such shift in this model. The energy needed to charge a neutral defect to $\pm1$, with the added or removed electron referred to the vacuum, is therefore larger in the flake by $D$.

The power of $R$ belongs to the sheet. For a charge at the centre of a sphere of permittivity $\varepsilon$, the displacement is $q/r^2$ with or without material outside, so the interior again cancels. Comparing the field energies outside gives

$$D_{\rm sphere}=\frac1{8\pi}\int_R^\infty\left(1-\frac1\varepsilon\right)\frac{q^2}{r^4}\,4\pi r^2dr=\frac{q^2}{2R}\left(1-\frac1\varepsilon\right). \tag{20}$$

The sphere misses a volume and the flake a surface, which costs one more power of $1/R$.

### A defect away from the centre

Let the defect be displaced by $d<R$, with $R-d\gg r_0$ so that the edge remains distant. The leading term then needs the integral of $\ell^{-4}$ over the outside, where $\ell$ is the distance from the defect. In polar coordinates about the defect, the edge lies at $\ell_e(\theta)$, and

$$\int_{\rm out}\frac{d^2r}{\ell^4}=\int_0^{2\pi}\!d\theta\int_{\ell_e}^\infty\frac{d\ell}{\ell^3}=\frac12\int_0^{2\pi}\frac{d\theta}{\ell_e^2}. \tag{21}$$

The edge satisfies $\ell_e^2+2\ell_ed\cos\theta+d^2=R^2$. Dividing by $\ell_e^2$ gives a quadratic equation for $1/\ell_e$, whose positive root is

$$\frac1{\ell_e}=\frac{d\cos\theta+\sqrt{R^2-d^2\sin^2\theta}}{R^2-d^2}. \tag{22}$$

When this is squared, the cross term changes sign under $\theta\to\pi-\theta$ and integrates to zero. The remaining numerator is $R^2+d^2(\cos^2\theta-\sin^2\theta)$, whose integral is $2\pi R^2$. Hence (21) equals $\pi R^2/(R^2-d^2)^2$, and

$$D_0(d)=\frac{q^2r_0}{4R^2}\,\frac{R^4}{(R^2-d^2)^2}. \tag{23}$$

The energy is lowest at the centre. In this model the edge repels the charge, because moving towards it brings the absent region closer.

### A substrate

Let the half-space below the sheet have permittivity $\varepsilon$, for the flake and for the infinite monolayer alike. A charge in the interface then has the potential $A/r$ everywhere. This form is continuous, and away from the charge its normal field in the interface is zero. Gauss's law fixes $A$ through the flux into the two half-spaces, $2\pi A(1+\varepsilon)=4\pi q$, so that

$$A=\frac q\kappa,\qquad \kappa=\frac{1+\varepsilon}2. \tag{24}$$

Both Coulomb terms in (6) are thus divided by $\kappa$. Multiplying the whole functional by $\kappa$ restores them and leaves the first term as $P^2/[2(a/\kappa)]$. This is the vacuum problem with $a$ replaced by $a/\kappa$, so

$$D(\kappa)=\frac1\kappa\,D_{\rm vac}\!\left(\frac{r_0}\kappa\right),\qquad D_0(\kappa)=\frac{q^2r_0}{4\kappa^2R^2}. \tag{25}$$

One factor of $1/\kappa$ belongs to each of the two fields in (14).

### Numbers for the leading term

Take $q=1\,e$, $r_0=10$ Å and $R=100$ Å. In these units $e^2/4\pi\varepsilon_0=14.40$ eV Å, and (19) gives

$$D_0=\frac{14.40\times10}{4\times100^2}\ {\rm eV}=0.00360\ {\rm eV}. \tag{26}$$

By (23), a displacement of 30 Å multiplies this by $1/(1-0.09)^2=1.21$. The bare field of the charge at the edge is $q/R^2=0.00144$ V/Å; the total field there is changed strongly by the charge induced at the edge.

The ratio $r_0/R=0.1$ looks small, and the correction to $E_{\rm s}$ in (17) is about 3 per cent at the edge. That does not yet settle the accuracy of (26), because the field of the flake's own edge has still to be counted.

## II. The edge correction and a worked case

### Symbols and results carried over

The sheet has polarisability $a=r_0/2\pi$ per unit area, and $\mathbf P=a\mathbf E$. The flake is the disc $r<R$ with charge $q$ at its centre. The fields with the flake and with the infinite sheet are $E_{\rm f}$ and $E_{\rm s}$. The missing energy is given by (14), and its leading term is $D_0=\pi aq^2/2R^2=q^2r_0/4R^2$. By (17), $E_{\rm s}=q/r^2$ up to a relative error of order $r_0^2/R^2$ outside the flake.

Write $E_{\rm f}=q/r^2+F$ for $r>R$, where $F$ is the field of the charge induced in the flake. Then (14) becomes

$$D=D_0+\pi aq\int_R^\infty\frac{F}{r}\,dr. \tag{27}$$

Dividing by $D_0$ gives the relative correction $c$ in $D=D_0(1+c)$:

$$c=\frac{2R^2}{q}\int_R^\infty\frac Fr\,dr. \tag{28}$$

The integral is split at $r=R+b$, with $r_0\ll b\ll R$. Beyond $b$ the edge is sharp on the scale of interest. Within $b$ it is straight.

### The region beyond the edge layer

To first order in $a$, the flake has the polarisation $aq/r^2$, cut off at $R$. If this polarisation filled the whole plane, its density would be $-ak^2(2\pi q/k)$ in Fourier space, and its potential $-4\pi^2aq$. This is a constant, so there would be no field at $r>0$. The field of the inner part is therefore minus that of the outer part.

The outer part has $\sigma=-r^{-1}d(rP)/dr=aq/r^3$ for $r>R$, and a ring of density $-aq/R^2$ per unit length at $r=R$, where $P$ jumps up from zero. With the sign reversed, $F$ is the field of

$$\text{a ring } +\frac{aq}{R^2}\ \text{at } r=R,\quad\text{and}\quad -\frac{aq}{r^3}\ \text{for } r>R. \tag{29}$$

The potential of a ring needs the angular average of $1/|\mathbf r-\mathbf r'|$. With $t=r_</r_>$, the ratio of the smaller to the larger radius, $|\mathbf r-\mathbf r'|^{-1}=r_>^{-1}(1-te^{i\theta})^{-1/2}(1-te^{-i\theta})^{-1/2}$. Expand both factors with the binomial coefficients $\beta_l=(2l)!/(4^l\,l!^2)$. The average keeps equal powers, so

$$\left\langle\frac1{|\mathbf r-\mathbf r'|}\right\rangle=\sum_{l\ge0}c_l\frac{r_<^{2l}}{r_>^{2l+1}},\qquad c_l=\beta_l^2. \tag{30}$$

Let $y=r/R>1$. The ring in (29) contributes $\sum c_ly^{-2l-1}$ to the potential, in units of $2\pi aq/R^2$. The distributed charge contributes, from radii below and above $y$,

$$-\sum_lc_l\left[y^{-2l-1}\frac{y^{2l-1}-1}{2l-1}+\frac{y^{-2}}{2l+2}\right]. \tag{31}$$

The terms in $y^{-2}$ have the total coefficient $-\sum c_l[1/(2l-1)+1/(2l+2)]$, which is shown below to vanish. The rest combines through $1+1/(2l-1)=2l/(2l-1)$:

$$\phi=\frac{2\pi aq}{R^2}\sum_{l\ge1}c_l\frac{2l}{2l-1}\,y^{-2l-1}. \tag{32}$$

Differentiation gives $F=-d\phi/dr$, with a factor $(2l+1)/R$ in each term. Integration of $F/r$ from $y_b=1+b/R$ gives a factor $1/(2l+2)$. Hence

$$\int_{R+b}^\infty\frac Fr\,dr=\frac{2aq}{R^3}\sum_{l\ge1}\pi c_l\,g_l\,y_b^{-2l-2},\qquad g_l=\frac{l(2l+1)}{(2l-1)(l+1)}. \tag{33}$$

### The sums

Four sums are needed. Let $K(k)=\int_0^{\pi/2}(1-k^2\sin^2\theta)^{-1/2}d\theta$. Expanding the root, and using the average $\beta_l$ of $\sin^{2l}\theta$, gives $K=\frac\pi2\sum c_lk^{2l}$.

First, $\sqrt{1-u}=-\sum\beta_lu^l/(2l-1)$. Putting $u=\sin^2\theta$ and integrating $\cos\theta$ from 0 to $\pi/2$ gives

$$\sum_{l\ge0}\frac{c_l}{2l-1}=-\frac2\pi. \tag{34}$$

Second, integrate $\sum c_lm^l$ over $m=k^2$ from 0 to 1. The inner integral is $\int_0^1(1-m\sin^2\theta)^{-1/2}dm=2/(1+\cos\theta)$, whose integral over $\theta$ is 2. So

$$\sum_{l\ge0}\frac{c_l}{l+1}=\frac2\pi\times2=\frac4\pi. \tag{35}$$

Half of (35) added to (34) is zero, which is the third sum, used in (32).

Fourth, near $k=1$ let $k'=\sqrt{1-k^2}$. With $\psi=\pi/2-\theta$ the integrand of $K$ is $(\sin^2\psi+k'^2\cos^2\psi)^{-1/2}$. Split at $\eta$ with $k'\ll\eta\ll1$. The lower part is $\ln(2\eta/k')$ and the upper part is $\ln(2/\eta)$, so $K\to\ln(4/k')$. Since $\sum_{l\ge1}k^{2l}/l=-2\ln k'$,

$$\sum_{l\ge1}\left(\pi c_l-\frac1l\right)=\lim_{k\to1}\,(2K-\pi+2\ln k')=4\ln2-\pi. \tag{36}$$

Partial fractions give $g_l=1+\frac23\frac1{2l-1}-\frac13\frac1{l+1}$. Removing the terms $l=0$ from (34) and (35) leaves $1-2/\pi$ and $4/\pi-1$. Therefore

$$\sum_{l\ge1}\left(\pi c_lg_l-\frac1l\right)=4\ln2-\pi+\frac{2\pi-4}3-\frac{4-\pi}3=4\ln2-\frac83. \tag{37}$$

The subtracted part of (33) is $\sum y_b^{-2l-2}/l\to\ln(R/2b)$ for $b\ll R$. In total,

$$\int_{R+b}^\infty\frac Fr\,dr=\frac{2aq}{R^3}\left[\ln\frac Rb+3\ln2-\frac83\right]. \tag{38}$$

### The edge layer

Within $b$ of the edge, let $x=r-R$. The material fills $x<0$, and the driving field is uniform, $E_0=q/R^2$. Let $E_\pm(k)=\int E\,e^{ikx}dx$ over $x>0$ and $x<0$ respectively. With this convention $d/dx$ becomes $-ik$. Then $\sigma=-P'$ becomes $ikP$, its potential is $(2\pi/|k|)\,ikP$, and the induced field is $-2\pi|k|P$. With $P=aE_-$,

$$E_++G\,E_-=E_0\left[\frac i{k+i\eta}-\frac i{k-i\eta}\right],\qquad G=1+r_0|k|. \tag{39}$$

The right side is the transform of $E_0e^{-\eta|x|}$, with $\eta\to0$ at the end.

Write $G=G_+G_-$, where $G_+$ is analytic and free of zeros for ${\rm Im}\,k>0$ and $G_-(k)=G_+(-k)$. Cauchy's integral gives $\ln G_+(k)=\frac1{2\pi i}\int\ln G(t)\,dt/(t-k)$. Pairing $t$ with $-t$ makes it converge, and on the imaginary axis

$$\ln G_+(ip)=\frac p\pi\int_0^\infty\frac{\ln(1+r_0t)}{t^2+p^2}\,dt. \tag{40}$$

In particular $G_+(0)=1$. Divide (39) by $G_+$. The term with $k+i\eta$ is analytic above. In the other, subtracting and adding $1/G_+(i\eta)$ separates a part analytic above from one analytic below. The parts analytic above then equal those analytic below, so both equal one function without singularities. It vanishes at infinity, because $G_\pm$ grows as $\sqrt{|k|}$, the field inside stays finite at the edge, and the field outside is integrable there. The function is therefore zero. As $\eta\to0$,

$$E_+=\frac{iE_0}{k}G_+(k),\qquad \int_0^\infty E\,e^{-px}dx=\frac{E_0}p\,G_+(ip). \tag{41}$$

Small $p$ describes large $x$. Put $t=pu$ and $h=r_0p$ in (40) and differentiate with respect to $h$:

$$\pi\frac{d\ln G_+}{dh}=\int_0^\infty\!\frac{u\,du}{(1+hu)(1+u^2)}=\frac{-\ln h+\pi h/2}{1+h^2}. \tag{42}$$

The integral follows from writing the integrand as $[-h/(1+hu)+(u+h)/(1+u^2)]/(1+h^2)$. For small $h$, integration gives $\ln G_+\simeq(h/\pi)(1-\ln h)$. With $F=E-E_0$,

$$\int_0^\infty F\,e^{-px}dx\to\frac{r_0E_0}\pi\left[1-\ln(r_0p)\right]. \tag{43}$$

The logarithm shows that $F\simeq A/x$ far from the edge, with $A=r_0E_0/\pi=2aE_0$, the field of a line charge $aE_0$. So $\int_0^bF\,dx=A\ln b+C$. Integrating by parts and putting $v=px$, the left side of (43) is $\int_0^\infty[A\ln(v/p)+C]e^{-v}dv=C-A\ln p-A\gamma$, where $\gamma=0.5772$ is Euler's constant. Comparison gives $C=A(1+\gamma-\ln r_0)$, and

$$\int_0^bF\,dx=\frac{2aq}{R^2}\left[\ln\frac b{r_0}+1+\gamma\right]. \tag{44}$$

### The corrected result

In the layer $1/r=1/R$ to leading order. Adding (44), divided by $R$, to (38) removes $b$. Equation (28), with $4a=2r_0/\pi$, then gives

$$D=\frac{q^2r_0}{4R^2}(1+c),\qquad c=\frac{2r_0}{\pi R}\left[\ln\frac{8R}{r_0}+\gamma-\frac53\right], \tag{45}$$

up to terms of higher order in $r_0/R$. The correction is positive. The polarisation ends at the edge in a charge of the same sign as $q$, which strengthens the field outside. To this order the flake acts like one whose radius is smaller by $cR/2$. The logarithm makes the approach to $D_0$ slow: $c$ falls to 0.05 at $R=659$ Å for $r_0=10$ Å, which is about $66\,r_0$.

### A direct numerical solution

The functional (6) can be minimised without assuming $r_0\ll R$. With $\zeta=\sqrt{1-r^2/R^2}$, expand the induced density in $P_{2n}(\zeta)/\zeta$, $n\ge1$, where $P_{2n}$ are Legendre polynomials. Each has zero total charge. In oblate spheroidal coordinates, Laplace's equation has separated solutions that equal $P_{2n}(\zeta)$ on the disc and whose normal derivative jumps there by a multiple of $P_{2n}(\zeta)/\zeta$. Each density thus produces a potential proportional to $P_{2n}(\zeta)$. The potential at the centre fixes the factor as $\pi^2c_nR$. The energy becomes a quadratic form in the coefficients, with integrals done by Gauss-Legendre quadrature, and its minimum follows from linear equations.

The charge is given the Fourier shape $q\,w(k)$, $w=e^{-k^2s^2/2}(1+k^2s^2/2)$, which has no second moment. For the sheet, (9) and (16) give

$$U_{\rm s}=-\frac{q^2r_0}2\int_0^\infty\frac{k\,w(k)^2}{1+r_0k}\,dk. \tag{46}$$

With 400 functions, $r_0=10$ Å and $s=0.03R$, the difference of the two energies is:

| $R$ (Å) | $D/D_0$ | $1+c$ |
|---:|---:|---:|
| 100 | 1.2109 | 1.2096 |
| 200 | 1.1311 | 1.1269 |
| 400 | 1.0767 | 1.0745 |
| 1000 | 1.0363 | 1.0356 |
| 4000 | 1.0112 | 1.0111 |

The remainder is larger at 200 Å than at 100 Å. The close agreement at 100 Å is therefore no measure of the accuracy of (45) at so small a radius. At smaller radii the remainder is negative, $-0.036$ at 50 Å, and it changes sign between 85 and 100 Å.

### The worked case

For $R=100$ Å, (45) gives

$$c=\frac{2\times10}{\pi\times100}\left[\ln80+0.5772-1.6667\right]=0.2096, \tag{47}$$

and $D=0.00360\times1.2096=0.00435$ eV. The numerical solution with $s=2$ Å has $U_{\rm f}=-3.87596$ eV and $U_{\rm s}=-3.88032$ eV, hence $D=0.00436$ eV, or 4.4 meV for a flake of radius 10 nm. The separate energies depend on the chosen $s$. Their difference hardly does: doubling $s$ changes it by about one part in $10^5$. The leading term alone is too small by 17 per cent of the full value.

### Beside a real monolayer

The value $r_0=10$ Å is a rough one, in the regime of a wide-gap monolayer such as hexagonal boron nitride. The assumption that supported samples break is the vacuum on both sides. On a substrate with $\varepsilon=3.9$, a rough value for silica, $\kappa=2.45$, and (25) with (45) lowers $D$ from 0.00435 to 0.00067 eV, all else held fixed. The value of $r_0$ depends on whether the ions have time to relax, and $D_0$ is proportional to it. For a layer of spacing $t$ cut from a crystal of in-plane permittivity $\varepsilon_\parallel$, $a\approx(\varepsilon_\parallel-1)t/4\pi$, so $r_0\approx(\varepsilon_\parallel-1)t/2$. With $t=3.3$ Å and rough bulk values for boron nitride of 5 (electrons alone) and 7 (ions relaxed), this gives about 6.6 and 9.9 Å. The 10 Å used here is thus near the relaxed value, and the electronic response alone would give $D_0\approx0.0024$ eV. A layer thickness $t=3.3$ Å blurs the edge. If this changes the bracket in (45) by about $t/r_0$, then $D$ changes by about $(2t/\pi R)D_0$, or 2 per cent of $D_0$.

Other energies matter when levels are compared. A band carrier of mass 0.5 electron masses, confined by a hard wall at $R$, has the lowest energy $\hbar^2j^2/2mR^2=0.0044$ eV, where $j=2.405$ is the first zero of the Bessel function $J_0$. This shift of the band edge is comparable with $D$; their near equality here is an accident of the assumed mass. The carrier is also a charge, and it too lacks the absent polarisation. If the polarisation follows the carrier, averaging (23) over the density of its lowest state gives about $2.4\,D_0$, or 9 meV. This is a rough value, since (23) fails close to the edge; the full model gives about $2.6\,D_0$, or 9.5 meV. It exceeds the shift of the central defect because the carrier is often nearer the edge. A level referred to the band edge needs all three shifts, and $D$ alone can give the wrong sign. The thermal energy at 300 K is 0.026 eV, about six times $D$, so the preference for the centre is weak near the middle of the flake. Thermal carriers are absent in practice. For parabolic bands of this mass, a gap of 6 eV and a Fermi level at mid-gap, the expected number of electrons in the flake is about $10^{-49}$. Charge trapped at a real edge is outside the model, and its effect depends on how much is trapped.

All numerical values are calculated from the stated model.
